# Janak's theorem for no-pair Dirac-Kohn-Sham orbitals and the gold 6s ionisation: a program that tests the result

```python
"""Janak's theorem for no-pair Dirac-Kohn-Sham orbitals, tested on a radial gold atom.

Result under test: dE/dq = eps for the self-consistent energy E as a function of
a shell occupation q, when the positive-energy projector is fixed or is that of
the self-consistent Hamiltonian h.  For another projector Lam(q) the result is
dE/dq = eps + 2 sum_j q_j <phi_j| h dLam/dq |phi_j>.
Consequence: E(0)-E(1) = -integral of eps(q) over 0..1, close to -eps(1/2).

Symbols: P, Q large and small radial functions; kappa Dirac quantum number;
D(r) radial electron density; v screening potential (Hartree + xc).
Hartree atomic units, rest energy subtracted.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.interpolate import BSpline
from scipy.linalg import solve_triangular
from pyscf.dft import libxc

C = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
Z = 79
R_NUC_FM = 7.0
R_NUC = R_NUC_FM * 1e-15 / BOHR
R_MAX = 30.0
KAPPAS = (-1, 1, -2, 2, -3, 3, -4)


def inverse_cholesky(f, w):
    """Matrix that turns the functions f (rows on the grid) into orthonormal ones."""
    gram = (f * w) @ f.T
    d = 1.0 / np.sqrt(np.diag(gram))
    low = np.linalg.cholesky(gram * np.outer(d, d))
    return solve_triangular(low, np.diag(d), lower=True)


def make_grid(r_first, r_max, n_breaks, degree=7, points=12):
    breaks = np.concatenate([[0.0], np.geomspace(r_first, r_max, n_breaks)])
    breaks[-1] = r_max
    x, g = np.polynomial.legendre.leggauss(points)
    half = np.diff(breaks) / 2
    r = ((breaks[:-1] + half)[:, None] + half[:, None] * x).ravel()
    w = (half[:, None] * g).ravel()
    t = np.concatenate([np.zeros(degree), breaks, np.full(degree, r_max)])
    spline = BSpline(t, np.eye(len(t) - degree - 1), degree)
    return SimpleNamespace(r=r, w=w, b=spline(r).T,
                           db=spline.derivative()(r).T, r_max=r_max)


def add_potential(ch, w, v):
    """Dirac matrix of the channel plus a local potential v."""
    h = ch.h0.copy()
    n = ch.n
    h[:n, :n] += (ch.large * (w * v)) @ ch.large.T
    h[n:, n:] += (ch.small * (w * v)) @ ch.small.T
    return h


def make_channel(grid, kappa, v_nuc):
    """Orthonormal, kinetically balanced basis and the one-electron Dirac matrix."""
    l = kappa if kappa > 0 else -kappa - 1
    f = grid.b[l + 1:-1]
    o = grid.db[l + 1:-1] + kappa * f / grid.r
    trans = inverse_cholesky(f, grid.w)
    small = inverse_cholesky(o, grid.w) @ o
    small = inverse_cholesky(small, grid.w) @ small
    coupling = C * ((trans @ o) * grid.w) @ small.T
    n = len(f)
    h = np.block([[np.zeros((n, n)), coupling],
                  [coupling.T, -2 * C**2 * np.eye(n)]])
    ch = SimpleNamespace(n=n, large=trans @ f, small=small, h0=h)
    ch.h0 = add_potential(ch, grid.w, v_nuc)
    return ch


def xc_lda(rho):
    """Energy per electron and potential: Dirac exchange, Perdew-Wang correlation."""
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    ex = -0.75 * (3 * rho / np.pi) ** (1 / 3)
    a, a1, b1, b2, b3, b4 = 0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q0 = -2 * a * (1 + a1 * rs)
    q1 = 2 * a * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq1 = a * (b1 / s + 2 * b2 + 3 * b3 * s + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    ec = q0 * log
    dec = -2 * a * a1 * log - q0 * dq1 / (q1**2 + q1)
    return ex + ec, 4 * ex / 3 + ec - rs * dec / 3


def make_atom(n_breaks):
    g = make_grid(R_NUC, R_MAX, n_breaks)
    v_nuc = np.where(g.r < R_NUC, -Z * (3 - (g.r / R_NUC)**2) / (2 * R_NUC), -Z / g.r)
    inner = slice(1, -1)
    hartree_basis = inverse_cholesky(g.db[inner], g.w) @ g.b[inner] / g.r
    channels = {k: make_channel(g, k, v_nuc) for k in KAPPAS}
    return SimpleNamespace(g=g, v_nuc=v_nuc, hb=hartree_basis, ch=channels)


def hartree(atom, dens):
    """Hartree energy and potential from a symmetric Galerkin Poisson solution."""
    w = atom.g.w
    b = atom.hb @ (w * dens)
    number = w @ dens
    energy = 0.5 * (b @ b + number**2 / atom.g.r_max)
    return energy, b @ atom.hb + number / atom.g.r_max


def gold(q6s, q1s=2.0):
    """Shell occupations, lowest shell first, for each kappa."""
    occ = {-1: [q1s, 2, 2, 2, 2, q6s], 1: [2] * 4, -2: [4] * 4,
           2: [4] * 3, -3: [6] * 3, 3: [6], -4: [8]}
    return {k: np.array(q, float) for k, q in occ.items()}


def evaluate(atom, occ, vecs):
    """Energy functional of given orbitals, and the potential they generate."""
    g = atom.g
    dens = np.zeros_like(g.r)
    e_one = 0.0
    for k, q in occ.items():
        ch = atom.ch[k]
        c = vecs[k][:, :len(q)]
        dens += q @ ((c[:ch.n].T @ ch.large)**2 + (c[ch.n:].T @ ch.small)**2)
        e_one += q @ np.einsum("ij,ij->j", c, ch.h0 @ c)
    e_h, v_h = hartree(atom, dens)
    e_xc, v_xc = xc_lda(np.maximum(dens / (4 * np.pi * g.r**2), 1e-30))
    return e_one + e_h + g.w @ (dens * e_xc), v_h + v_xc, dens


def positive_states(h, n):
    e, u = np.linalg.eigh(h)
    assert e[n - 1] < -C**2 < e[n], "branches of the spectrum are not separated"
    return e[n:], u[:, n:]


def scf(atom, occ, v, spaces=None):
    """Self-consistent solution; spaces = optional fixed positive-energy spaces."""
    w = atom.g.w
    vs, rs = [], []
    for iteration in range(120):
        eps, vecs = {}, {}
        for k in KAPPAS:
            h = add_potential(atom.ch[k], w, v)
            if spaces is None:
                eps[k], vecs[k] = positive_states(h, atom.ch[k].n)
            else:
                eps[k], u = np.linalg.eigh(spaces[k].T @ h @ spaces[k])
                vecs[k] = spaces[k] @ u
        energy, v_out, dens = evaluate(atom, occ, vecs)
        res = v_out - v
        metric = np.sqrt(w * (dens + 0.01))
        if np.linalg.norm(res * metric) < 1e-6:
            return SimpleNamespace(E=energy, eps=eps, vecs=vecs, v=v,
                                   e6s=eps[-1][5], e1s=eps[-1][0])
        vs, rs = (vs + [v])[-7:], (rs + [res])[-7:]
        v_new = v + 0.4 * res
        if len(vs) > 1:
            dv = np.array(vs[:-1]) - v
            dr = np.array(rs[:-1]) - res
            gam = np.linalg.lstsq((dr * metric).T, -res * metric, rcond=1e-10)[0]
            v_new = v_new + gam @ (dv + 0.4 * dr)
        v = v_new
    raise AssertionError("self-consistency not reached")


# ---- supporting tests: Dirac solver, Hartree energy, functional ----
hyd = make_grid(1e-6, 2.0, 50)
worst_level = 0.0
for kappa, n_main in ((-1, 1), (1, 2), (-2, 2), (-3, 3)):
    l = kappa if kappa > 0 else -kappa - 1
    ch = make_channel(hyd, kappa, -Z / hyd.r)
    level = positive_states(ch.h0, ch.n)[0][n_main - l - 1]
    gamma = np.sqrt(kappa**2 - (Z / C)**2)
    exact = C**2 / np.sqrt(1 + (Z / C / (n_main - abs(kappa) + gamma))**2) - C**2
    worst_level = max(worst_level, abs(level / exact - 1))
assert worst_level < 1e-5

atom = make_atom(42)
r, w = atom.g.r, atom.g.w
for zeta in (1.0, 10.0):
    e_h = hartree(atom, 4 * zeta**3 * r**2 * np.exp(-2 * zeta * r))[0]
    assert abs(e_h - 5 * zeta / 16) < 1e-6 * zeta
rho_test = np.geomspace(1e-4, 1e3, 15)
ref = libxc.eval_xc("LDA_X,LDA_C_PW", rho_test, spin=0, deriv=1)
mine = xc_lda(rho_test)
assert np.allclose(mine[0], ref[0], atol=2e-5, rtol=1e-6)
assert np.allclose(mine[1], ref[1][0], atol=2e-5, rtol=1e-6)

# ---- self-consistent gold for several 6s occupations ----
x_tf = r * Z**(1 / 3) / 0.8853
v_start = (Z - 1) * (1 - 1 / (1 + 0.536 * x_tf)**2) / r
full = scf(atom, gold(1.0), v_start)
half = scf(atom, gold(0.5), full.v)
q25 = scf(atom, gold(0.25), half.v)
q75 = scf(atom, gold(0.75), half.v)
empty = scf(atom, gold(0.0), q25.v)

# ---- Janak's theorem with the self-consistent projector: 6s and 1s ----
STEP = 0.02
up, down = (scf(atom, gold(0.5 + s * STEP), half.v) for s in (1, -1))
slope_6s = (up.E - down.E) / (2 * STEP)
assert abs(slope_6s - half.e6s) < 2e-5
core = scf(atom, gold(1.0, 1.5), full.v)
c_up, c_down = (scf(atom, gold(1.0, 1.5 + s * STEP), core.v) for s in (1, -1))
slope_1s = (c_up.E - c_down.E) / (2 * STEP)
assert abs(slope_1s - core.e1s) < 2e-3    # third-order term of the difference quotient


# ---- fixed projector, then an occupation-dependent one ----
def nuclear_spaces(scale):
    """Positive-energy spaces of the Dirac operator with a scaled nuclear field."""
    return {k: positive_states(add_potential(atom.ch[k], w, (scale - 1) * atom.v_nuc),
                               atom.ch[k].n)[1] for k in KAPPAS}


bare = nuclear_spaces(1.0)
fix = scf(atom, gold(0.5), half.v, bare)
f_up, f_down = (scf(atom, gold(0.5 + s * STEP), fix.v, bare) for s in (1, -1))
slope_fix = (f_up.E - f_down.E) / (2 * STEP)
assert abs(slope_fix - fix.e6s) < 2e-5
assert fix.E < half.E

RATE = 0.05     # nuclear field in the projector is scaled by 1 - RATE*(q - 1/2)
sp_up, sp_down = nuclear_spaces(1 - RATE * STEP), nuclear_spaces(1 + RATE * STEP)
m_up = scf(atom, gold(0.5 + STEP), fix.v, sp_up)
m_down = scf(atom, gold(0.5 - STEP), fix.v, sp_down)
slope_move = (m_up.E - m_down.E) / (2 * STEP)
extra = 0.0
for k, q in gold(0.5).items():
    d_lam = (sp_up[k] @ sp_up[k].T - sp_down[k] @ sp_down[k].T) / (2 * STEP)
    phi = fix.vecs[k][:, :len(q)]
    h_phi = add_potential(atom.ch[k], w, fix.v) @ phi
    extra += 2 * q @ np.einsum("ij,ij->j", h_phi, d_lam @ phi)
assert abs(extra) > 1e-3
assert abs(slope_move - fix.e6s - extra) < 1e-4

# ---- stationary but not minimal: rotations of the 6s orbital ----
n_s = atom.ch[-1].n
e_all, u_all = np.linalg.eigh(add_potential(atom.ch[-1], w, half.v))


def rotated_energy(partner, angle):
    vecs = dict(half.vecs)
    vecs[-1] = half.vecs[-1].copy()
    vecs[-1][:, 5] = np.cos(angle) * half.vecs[-1][:, 5] + np.sin(angle) * partner
    return evaluate(atom, gold(0.5), vecs)[0]


ANGLE_NEG, ANGLE_POS = 1e-3, 0.05
e_p, e_m = (rotated_energy(u_all[:, n_s - 1], s * ANGLE_NEG) for s in (1, -1))
rot_slope = (e_p - e_m) / (2 * ANGLE_NEG)
rot_curv = (e_p + e_m - 2 * half.E) / (2 * ANGLE_NEG**2)
rot_pred = 0.5 * (e_all[n_s - 1] - half.e6s)
assert abs(rot_slope) < 1e-2 and rot_curv < 0
assert abs(rot_curv / rot_pred - 1) < 0.01
v_p, v_m = (rotated_energy(half.vecs[-1][:, 6], s * ANGLE_POS) for s in (1, -1))
rise = (v_p + v_m) / 2 - half.E
assert rise > 0

# ---- ionisation energy: total energies, integral of eps, transition state ----
ip = empty.E - full.E
nodes, weights = np.polynomial.legendre.leggauss(4)
integral, v_run = 0.0, full.v
for x, g in zip(nodes[::-1], weights[::-1]):
    t = (x + 1) / 2                       # q = t^2 smooths the behaviour near q = 0
    run = scf(atom, gold(t**2), v_run)
    v_run = run.v
    integral -= g / 2 * 2 * t * run.e6s
assert abs(integral - ip) < 1e-4
slater = -half.e6s
assert abs(slater - ip) < min(abs(-full.e6s - ip), abs(-empty.e6s - ip))
curv = 16 * (q25.e6s - 2 * half.e6s + q75.e6s)
window_err = (q25.E - q75.E) + 0.5 * half.e6s
window_pred = -0.5**3 * curv / 24
assert abs(window_err - window_pred) < 3e-5   # room for the fifth-order term

# ---- basis convergence ----
fine = make_atom(54)
fine_half = scf(fine, gold(0.5), np.interp(fine.g.r, r, half.v))
basis_shift = fine_half.e6s - half.e6s
assert abs(basis_shift) < 2e-5

print(f"speed of light                        {C:.6f} a.u.")
print(f"nuclear charge                        {Z} e")
print(f"nuclear sphere radius                 {R_NUC_FM:.1f} fm")
print(f"outer radius of the box               {R_MAX:.1f} bohr")
print(f"worst relative error, point nucleus   {worst_level:.1e}")
print(f"6s level shift in finer basis         {basis_shift:.1e} hartree")
print(f"E, q6s = 1                            {full.E:.6f} hartree")
print(f"E, q6s = 1/2                          {half.E:.6f} hartree")
print(f"E, q6s = 0                            {empty.E:.6f} hartree")
for label, sol in (("1", full), ("0.75", q75), ("0.5", half), ("0.25", q25), ("0", empty)):
    print(f"eps 6s at q6s = {label:<5}                 {sol.e6s:.6f} hartree")
print(f"occupation step in differences        {STEP:.2f} electrons")
print(f"dE/dq 6s at 1/2, self-consistent      {slope_6s:.6f} hartree")
print(f"dE/dq minus eps, 6s                   {slope_6s - half.e6s:.1e} hartree")
print(f"dE/dq 1s at q1s = 1.5, q6s = 1        {slope_1s:.4f} hartree")
print(f"eps 1s at q1s = 1.5, q6s = 1          {core.e1s:.4f} hartree")
print(f"fixed projector: dE/dq 6s             {slope_fix:.6f} hartree")
print(f"fixed projector: eps 6s               {fix.e6s:.6f} hartree")
print(f"E fixed minus E self-consistent       {fix.E - half.E:.6f} hartree")
print(f"moving projector: field scaling rate  {RATE:.2f} per electron")
print(f"moving projector: dE/dq 6s            {slope_move:.6f} hartree")
print(f"moving projector: extra term          {extra:.6f} hartree")
print(f"moving projector: eps + extra         {fix.e6s + extra:.6f} hartree")
print(f"highest negative-energy s level       {e_all[n_s - 1]:.2f} hartree")
print(f"rotation to it: slope at zero angle   {rot_slope:.1e} hartree/rad")
print(f"rotation to it: dE/angle^2, computed  {rot_curv:.2f} hartree/rad^2")
print(f"rotation to it: dE/angle^2, formula   {rot_pred:.2f} hartree/rad^2")
print(f"angle of rotation to 7s               {ANGLE_POS:.2f} rad")
print(f"mean energy rise, rotation to 7s      {rise:.2e} hartree")
print(f"ionisation energy E(0)-E(1)           {ip:.6f} hartree")
print(f"ionisation energy E(0)-E(1)           {ip * EV:.4f} eV")
print(f"minus integral of eps over q          {integral:.6f} hartree")
print(f"Slater transition state -eps(1/2)     {slater:.6f} hartree")
print(f"Slater transition state -eps(1/2)     {slater * EV:.4f} eV")
print(f"Slater estimate minus E(0)-E(1)       {(slater - ip) * EV:.4f} eV")
print(f"-eps(1), neutral atom                 {-full.e6s * EV:.4f} eV")
print(f"-eps(0), cation                       {-empty.e6s * EV:.4f} eV")
print(f"second derivative of eps at 1/2       {curv:.5f} hartree")
print(f"correction -eps''/24, full interval   {-curv / 24 * EV:.4f} eV")
print(f"window 0.25-0.75: midpoint error      {window_err:.3e} hartree")
print(f"window 0.25-0.75: cubic law           {window_pred:.3e} hartree")
print("OK")
```

It prints:

```
speed of light                        137.035999 a.u.
nuclear charge                        79 e
nuclear sphere radius                 7.0 fm
outer radius of the box               30.0 bohr
worst relative error, point nucleus   4.8e-08
6s level shift in finer basis         1.6e-06 hartree
E, q6s = 1                            -19033.264835 hartree
E, q6s = 1/2                          -19033.119713 hartree
E, q6s = 0                            -19032.905574 hartree
eps 6s at q6s = 1                     -0.223925 hartree
eps 6s at q6s = 0.75                  -0.289884 hartree
eps 6s at q6s = 0.5                   -0.358002 hartree
eps 6s at q6s = 0.25                  -0.428005 hartree
eps 6s at q6s = 0                     -0.499643 hartree
occupation step in differences        0.02 electrons
dE/dq 6s at 1/2, self-consistent      -0.358004 hartree
dE/dq minus eps, 6s                   -1.9e-06 hartree
dE/dq 1s at q1s = 1.5, q6s = 1        -2982.3052 hartree
eps 1s at q1s = 1.5, q6s = 1          -2982.3053 hartree
fixed projector: dE/dq 6s             -0.358005 hartree
fixed projector: eps 6s               -0.358003 hartree
E fixed minus E self-consistent       -0.018443 hartree
moving projector: field scaling rate  0.05 per electron
moving projector: dE/dq 6s            -0.272776 hartree
moving projector: extra term          0.085229 hartree
moving projector: eps + extra         -0.272774 hartree
highest negative-energy s level       -37557.76 hartree
rotation to it: slope at zero angle   0.0e+00 hartree/rad
rotation to it: dE/angle^2, computed  -18778.69 hartree/rad^2
rotation to it: dE/angle^2, formula   -18778.70 hartree/rad^2
angle of rotation to 7s               0.05 rad
mean energy rise, rotation to 7s      3.84e-04 hartree
ionisation energy E(0)-E(1)           0.359261 hartree
ionisation energy E(0)-E(1)           9.7760 eV
minus integral of eps over q          0.359260 hartree
Slater transition state -eps(1/2)     0.358002 hartree
Slater transition state -eps(1/2)     9.7417 eV
Slater estimate minus E(0)-E(1)       -0.0342 eV
-eps(1), neutral atom                 6.0933 eV
-eps(0), cation                       13.5960 eV
second derivative of eps at 1/2       -0.03015 hartree
correction -eps''/24, full interval   0.0342 eV
window 0.25-0.75: midpoint error      1.570e-04 hartree
window 0.25-0.75: cubic law           1.570e-04 hartree
OK
```
